\section*{Thickness oscillations of the surface energy of thin metal slabs}

\section{A beat of eight layers}

Model a potassium film with (110) faces as free electrons between hard walls. Its calculated surface energy has maxima at 4 and 12 atomic layers and minima at 8 and 16. The visible period is therefore about eight layers, or 3 nm. Half the Fermi wavelength, the natural period of standing electron waves, is only 0.430 nm. How can a wave effect of period 0.43 nm appear as a modulation of period 3 nm?

The layers are 0.377 nm apart, so one added layer advances the standing-wave pattern by $0.377/0.430=0.877$ of a cycle. At whole layers this cannot be told from a retreat by $1-0.877=0.123$ cycle, and a full cycle then takes $1/0.1227=8.15$ layers (keeping one more digit). The slow beat is an alias of the fast oscillation.

\section{Estimate of period and size}

Hartree atomic units are used in the formulas. Let $D$ be the distance between the walls and $k_F$ the bulk Fermi wavevector. The motion across the slab has wavevectors $n\pi/D$, with $n=1,2,\ldots$ A new level reaches the Fermi energy whenever $k_FD/\pi$ passes an integer, so the period in thickness is
\begin{equation}
\Delta D=\frac{\pi}{k_F}=\frac{\lambda_F}{2}.
\end{equation}

For the size, note that each level carries a two-dimensional band of motion along the slab. With both spins, its density of states per area is $1/\pi$, since $2\,(2\pi k\,dk)/(2\pi)^2=k\,dk/\pi=dE/\pi$. At chemical potential $\mu=k_F^2/2$, a band starting at $\varepsilon$ contributes to the grand potential per area
\begin{equation}
\int_\varepsilon^\mu (E-\mu)\frac{dE}{\pi}=-\frac{(\mu-\varepsilon)^2}{2\pi}.
\label{band}
\end{equation}
Near the Fermi energy the levels are spaced by $\delta\simeq k_F\pi/D$. Put $n_F=k_FD/\pi$ and $\nu=n_F-n$, so that $\mu-\varepsilon\simeq\delta\,\nu$. The occupied levels sit at $\nu=t,t+1,\ldots$, where $t$ is the fractional part of $n_F$.

Compare the sum of $\nu^2$ with an integral by giving each level a strip of unit width. Because $\int_{\nu-1/2}^{\nu+1/2}\nu'^2d\nu'=\nu^2+1/12$, strips from $x=t-\tfrac12$ to a far end $R$ give
\begin{equation}
\sum\nu^2=\int_x^R\nu'^2d\nu'-\frac{R-x}{12}
=\left(\frac{R^3}{3}-\frac{R}{12}\right)+\left(\frac{x}{12}-\frac{x^3}{3}\right).
\end{equation}
The far end is tied to a fixed low level, so $R$ varies smoothly with $D$. The last bracket oscillates. Its extreme lies at $x^2=1/12$ and equals 0.0160. The oscillation of the grand potential thus has amplitude
\begin{equation}
0.0160\,\frac{\delta^2}{2\pi}=0.0160\,\frac{\pi k_F^2}{2D^2}\simeq0.025\,\frac{k_F^2}{D^2},
\end{equation}
or $0.0126\,k_F^2/D^2$ for each of the two surfaces. It falls as $D^{-2}$, because it comes from the energy of one level spacing, squared, times a constant density of states.

\section{Controlled derivation}

\subsection{Assumptions and definition}

The electrons do not interact, the walls are impenetrable, and the temperature is zero. The slab is neutral: a positive background of density $n_0=k_F^3/(3\pi^2)$ and thickness $L$ fixes the electron number per area at $n_0L$. The bulk energy per electron is $\tfrac35\mu$. With $E$ the slab energy per area, the surface energy is defined by
\begin{equation}
2\gamma(L)=E-\tfrac35\mu\,n_0L .
\label{def}
\end{equation}

\subsection{Sum over levels at fixed chemical potential}

By Eq.~(\ref{band}), $\Omega=-\sum_{n\ge1}f(n)$, where
\begin{equation}
f(n)=\frac{k_F^4}{8\pi}\left(1-\frac{n^2}{n_F^2}\right)^2\quad(|n|<n_F)
\end{equation}
and $f=0$ elsewhere. Since $f$ is even, $\sum_{n\ge1}f=\tfrac12\left[\sum_{n=-\infty}^{\infty}f-f(0)\right]$. Poisson summation of the full sum then gives
\begin{equation}
\sum_{n\ge1}f(n)=\int_0^\infty f\,dn-\frac{f(0)}2+2\sum_{s\ge1}\int_0^\infty f\cos(2\pi sn)\,dn .
\end{equation}
Substitute $n=n_Fx$ and $a_s=2\pi sn_F=2sk_FD$. The first integral needs $\int_0^1(1-x^2)^2dx=1-\tfrac23+\tfrac15=\tfrac8{15}$. The others need
\begin{equation}
J(a)=\int_0^1 g(x)\cos(ax)\,dx,\qquad g=(1-x^2)^2 .
\end{equation}
Integrate by parts until the polynomial is exhausted. The derivatives are $g'=-4x+4x^3$, $g''=-4+12x^2$, $g'''=24x$ and $g''''=24$. At $x=0$ the terms with $\sin ax$ vanish, as do $g'$ and $g'''$. At $x=1$ one has $g=g'=0$, $g''=8$ and $g'''=g''''=24$. Hence
\begin{equation}
J(a)=-\frac{8\sin a}{a^3}-\frac{24\cos a}{a^4}+\frac{24\sin a}{a^5}.
\label{J}
\end{equation}
Collecting the factors,
\begin{equation}
\Omega=-\frac{k_F^5D}{15\pi^2}+\frac{k_F^4}{16\pi}-\frac{k_F^5D}{4\pi^2}\sum_{s\ge1}J(a_s).
\label{omega}
\end{equation}
The first term is minus the bulk pressure times the width. The second is positive because the state $n=0$ is missing. For $k_FD\gg1$ the first term of $J$ dominates, and with $a_s^3=8s^3k_F^3D^3$ the last part becomes
\begin{equation}
\Omega_{\rm osc}=\frac{k_F^2}{4\pi^2D^2}\sum_{s\ge1}\frac{\sin(2sk_FD)}{s^3}.
\label{osc}
\end{equation}

\subsection{Neutrality and the thick-slab limit}

The electron number is $-\partial\Omega/\partial\mu=-k_F^{-1}\partial\Omega/\partial k_F$. Its smooth part must equal $n_0L$:
\begin{equation}
\frac{k_F^3D}{3\pi^2}-\frac{k_F^2}{4\pi}=\frac{k_F^3L}{3\pi^2}
\quad\Rightarrow\quad D=L+\frac{3\pi}{4k_F}.
\end{equation}
The walls stand outside the background because the wavefunctions vanish there and leave the outermost region depleted.

To first order, the energy at fixed number is $\Omega(\mu)+\mu n_0L$. In Eq.~(\ref{def}) this leaves $2\gamma=\Omega+\tfrac25\mu n_0L$, and $\tfrac25\mu n_0=k_F^5/(15\pi^2)$. The smooth terms combine to
\begin{equation}
2\gamma_\infty=\frac{k_F^4}{16\pi}-\frac{k_F^5}{15\pi^2}\,\frac{3\pi}{4k_F}
=\frac{k_F^4}{16\pi}-\frac{k_F^4}{20\pi}=\frac{k_F^4}{80\pi}.
\end{equation}
Therefore
\begin{equation}
\gamma(L)=\frac{k_F^4}{160\pi}+\frac{k_F^2}{8\pi^2D^2}\sum_{s\ge1}\frac{\sin(2sk_FD)}{s^3}+O(D^{-3}).
\label{main}
\end{equation}
The prefactor is $0.0127\,k_F^2/D^2$, in agreement with the estimate.

\subsection{The first correction}

Holding the number fixed lets the chemical potential oscillate. At fixed $\mu$ the number would miss $n_0L$ by
\begin{equation}
\delta N=\frac{1}{k_F}\frac{\partial\Omega_{\rm osc}}{\partial k_F}\simeq\frac{k_F}{2\pi^2D}\,C_2,
\qquad C_p=\sum_{s\ge1}\frac{\cos(2sk_FD)}{s^p}.
\end{equation}
Only the derivative of the sine is kept, as it brings a factor $D$. Since $\Omega$ is a concave function of its chemical potential $\mu'$, the energy at number $N$ is the maximum over $\mu'$ of $\Omega(\mu')+\mu'N$. It exceeds the value at $\mu'=\mu$ by $(\delta N)^2/(2\,\partial N/\partial\mu)$. With $\partial N/\partial\mu\simeq k_FD/\pi^2$, this is $k_FC_2^2/(8\pi^2D^3)$.

The cosine term of Eq.~(\ref{J}) has the same order. It adds $(k_F^5D/4\pi^2)\sum24\cos a_s/a_s^4=3k_FC_4/(8\pi^2D^3)$. Halving the sum for one surface gives
\begin{equation}
\delta\gamma=\frac{k_F^2}{8\pi^2D^2}\;\frac{C_2^2+3C_4}{2k_FD}.
\label{next}
\end{equation}
Equation~(\ref{main}) is thus an expansion in $1/(k_FD)$. Comparing it with exact filling of the levels near 20 and near 40 half wavelengths gives an error falling as $D^{-3.00}$.

\section{What whole layers reveal}

Let $L=Nd$, with $d$ the layer spacing, and define $f=k_Fd/\pi$, the number of cycles per layer. The phase of the fundamental is
\begin{equation}
2k_FD=2\pi fN+\frac{3\pi}2 .
\end{equation}
Changing $f$ by an integer changes this phase by a multiple of $2\pi$ at every integer $N$. The visible frequency is therefore $|f-m|$, with $m$ the integer nearest to $f$. It differs from the true one when $f>\tfrac12$, that is, when $d>\lambda_F/4$. If $f$ is an integer, the visible period is infinite and whole layers show no oscillation.

For a bcc metal with one free electron per atom, $n_0=2/a^3$ and $k_F=(6\pi^2)^{1/3}/a$, where $a$ is the lattice constant. The (110) spacing is $a/\sqrt2$, so
\begin{equation}
f=\frac{(6\pi^2)^{1/3}}{\sqrt2\,\pi}=0.877,
\end{equation}
independent of $a$. The nearest Brillouin-zone face lies at $\pi/d$, so $f$ is also the ratio of the Fermi radius to the distance of that face. The slow beat measures the gap between them.

The other faces provide contrast. For (100), $f=0.620$ is aliased to 0.380, a visible period of 2.63 layers. For (111), $f=0.358$ lies below one half; its period of 2.79 layers is the true one.

These periods were tested on exactly filled slabs of 6 to 120 layers. The spectral peaks lie at 8.16, 2.64 and 2.79 layers for (110), (100) and (111). When the thickness is instead varied in steps of $d/20$, from $4d$ to $64d$ with the (110) spacing, the period is 0.430 nm. In a spectrum taken with a Hann window, the component at the slow (110) beat is then $10^{-5}$ of the main peak. Within this model the beat is produced by sampling at whole layers.

\section{Potassium films}

Set the lattice constant of the model to $a=0.533$ nm, a chosen input close to that of potassium. Then $k_F=7.31$ nm$^{-1}$ ($0.387$ in atomic units), the Fermi energy is 2.04 eV, and $D-L=0.322$ nm. The thick-slab value is
\begin{equation}
\gamma_\infty=\frac{0.387^4}{160\pi}=4.46\times10^{-5}\ \text{hartree/bohr}^2=69.5\ \text{mJ/m}^2 .
\end{equation}
At 10 layers, $D=3.77+0.32=4.09$ nm, and the prefactor of the oscillation is 0.49 mJ/m$^2$, or 0.7\% of $\gamma_\infty$. Selected values in mJ/m$^2$ are:

\begin{center}
\begin{tabular}{rrrr}
$N$ & $L$ (nm) & exact filling & Eq.~(\ref{main})\\
2 & 0.75 & 68.39 & 69.29\\
4 & 1.51 & 71.79 & 71.82\\
8 & 3.02 & 68.73 & 68.73\\
12 & 4.52 & 69.79 & 69.79\\
16 & 6.03 & 69.26 & 69.26
\end{tabular}
\end{center}

The positions of the extrema follow from the phase. At whole layers the fundamental is $\sin(3\pi/2-2\pi N/8.15)=-\cos(2\pi N/8.15)$. Its maxima are at $N=4.1$ and 12.2, its minima at 8.15 and 16.3. The decay also fits: the excess over $\gamma_\infty$ falls from 2.33 at 4 layers to 0.32 at 12, a factor of 7.2, while $D^2$ grows by $(4.85/1.83)^2=7.0$.

At two layers the leading formula is 0.90 mJ/m$^2$ too high. Equation~(\ref{next}) explains this. Here $D=1.076$ nm, the prefactor is $0.494\,(4.09/1.076)^2=7.1$ mJ/m$^2$, and $2k_FD=15.74$, close to $5\pi$. At an odd multiple of $\pi$, $C_2=-\pi^2/12=-0.822$ and $C_4=-7\pi^4/720=-0.947$, so
\begin{equation}
\delta\gamma\simeq7.1\times\frac{0.676-2.841}{15.74}=-0.98\ \text{mJ/m}^2 .
\end{equation}
The fundamental nearly vanishes at this thickness, and the correction exceeds it.

\subsection{Cleaving a thin film}

Let a film of $N$ layers be separated into neutral films of $n$ and $N-n$ layers, each in its electronic ground state with atoms held in place. The bulk energies cancel because the thicknesses add. The work per area is
\begin{equation}
w=2\left[\gamma(n)+\gamma(N-n)-\gamma(N)\right].
\end{equation}
For thick pieces this tends to $2\gamma_\infty=138.9$ mJ/m$^2$. For a 16-layer film,
\begin{align}
w(4+12)&=2(71.79+69.79-69.26)=144.6\ \text{mJ/m}^2,\\
w(8+8)&=2(68.73+68.73-69.26)=136.4\ \text{mJ/m}^2 .
\end{align}
The first cut creates two films at maxima of $\gamma$, the second two films at minima. They differ by 6\% of the thick-slab work. The position of the cut matters even though the same area is exposed.

\section{Temperature and softer walls}

At temperature $T$ the grand potential is the zero-temperature one averaged over $\mu+\xi$ with the weight $1/[4k_BT\cosh^2(\xi/2k_BT)]$, the negative derivative of the Fermi function. To first order in $\xi$ the phase of harmonic $s$ shifts by $2sD\xi/k_F$. The average of the resulting phase factor multiplies that harmonic by
\begin{equation}
\frac{y}{\sinh y},\qquad y=\frac{2\pi s\,k_BT\,D}{k_F}.
\end{equation}
For 10 layers at 300 K the fundamental of the surface free energy keeps 0.80 of its size. The internal energy $F-T\,\partial F/\partial T$ carries the factor $y^2\cosh y/\sinh^2y$ instead, which is 1.14 here. Once $y\gg1$, the factor tends to $2y\,e^{-y}$, and exponential decay replaces the power law.

Now let the walls be steps of finite height $V_0=k_0^2/2$ at separation $W$. An even state $\cos kx$ must match a decaying exponential, so $k\tan(kW/2)=\sqrt{k_0^2-k^2}$. Hence $kW/2=\pi/2-\arcsin(k/k_0)$ plus a multiple of $\pi$. The odd states fill the remaining integers, and together
\begin{equation}
kW+2\arcsin(k/k_0)=n\pi .
\end{equation}
The estimate of Section 2 used only the phase $2\pi n_F$ and the level spacing at the Fermi energy. The phase becomes $2k_FW+4\arcsin(k_F/k_0)$. Differentiating the level condition gives $dn/dk=(W+2/\kappa)/\pi$ with $\kappa=\sqrt{k_0^2-k_F^2}$, so $D$ in the amplitude becomes $W+2/\kappa$. The period remains $\pi/k_F$.

The width $W$ follows from neutrality of the smooth electron count, as before:
\begin{equation}
n_0L=\int_0^{k_F}\frac{\mu-k^2/2}{\pi}\,\frac{dn}{dk}\,dk-\frac{\mu}{2\pi}.
\end{equation}
For a rough work function of 2.3 eV, with $V_0$ equal to $\mu$ plus this value, the phase changes by 0.125 rad in magnitude. This moves the visible beat by 0.16 layer. The amplitude at 10 layers is 0.97 of the hard-wall value.

\section{How far this describes real potassium}

The mean value, 69 mJ/m$^2$, is kinetic energy alone and should not be read as potassium's surface energy. To size what is missing, use the density near a hard wall. Summing $\sin^2kz$ over occupied states gives
\begin{equation}
n(z)=\int_0^{k_F}\frac{k_F^2-k^2}{2\pi^2}(1-\cos2kz)\,dk
=n_0\left[1-\frac{3j_1(u)}{u}\right],\quad u=2k_Fz,
\end{equation}
where $j_1(u)=\sin u/u^2-\cos u/u$. This density has an electrostatic energy of 10 mJ/m$^2$ and a local-density exchange-correlation surface energy (VWN correlation) of 96 mJ/m$^2$. Together they exceed the kinetic term. A self-consistent density spills out and changes all three parts. For a local-density jellium slab of this density the kinetic part changes sign, to about $-32$ mJ/m$^2$; the electrostatic and exchange-correlation parts become about 17 and 115 mJ/m$^2$, and the total is near 100 mJ/m$^2$. The oscillation is far less affected: the extrema stay at 4, 8, 12 and 16 layers, and the amplitude is about 0.95 of the hard-wall value.

The beat length is more sensitive than the fast period. Since it equals $1/(1-f)$ layers, a small relative change of $f$ is magnified by $f/(1-f)=7.15$. An assumed lattice potential whose Fourier components at the twelve shortest reciprocal-lattice vectors, of type \{110\}, are each $+0.2$ eV (the sign matters), at fixed Fermi volume, raises the Fermi radius along the normal by 0.14\% (0.13\% if only 13 plane waves are kept) and lengthens the beat from 8.15 to 8.23 layers. It also lowers the Fermi velocity there by 4\%. A 1\% stretch along the normal, at fixed lateral spacing, multiplies $f$ by $1.01^{2/3}$ and gives 8.56 layers. A uniform stretch of this size therefore moves the beat more than this lattice potential does. A change confined to the outermost spacings adds only a constant to the thickness, so it shifts the phase and leaves the beat length as it was.

A real film usually rests on a substrate, which changes the reflection phase at one face and weakens the oscillation if electrons can pass into it. The film's thickness also varies. Suppose half the area has $N$ layers and half $N+1$, in terraces wide enough to act independently. Averaging the two phases multiplies the fundamental by $|\cos\pi f|$: 0.93 for (110), but 0.37 for (100). The slow beat tolerates this roughness because neighbouring thicknesses are nearly in phase. In a crystal whose Fermi surface is not spherical, $2k_F$ must be replaced by the length of a wavevector along the normal that joins opposite, parallel parts of that surface. There may be several such wavevectors, each with its own period. The remaining layer-by-layer values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
lattice constant (rough input) 0.533 nm
electron density 13.21 nm^-3
Fermi wavevector 7.313 nm^-1 = 0.3870 bohr^-1
Fermi energy 2.038 eV
half Fermi wavelength 0.4296 nm
period from finely sampled energies 0.4297 nm
(110) layer spacing 0.3769 nm
wall distance minus thickness 0.3222 nm
(110) f 0.8773 per layer; visible period: formula 8.15, spectrum 8.16 layers
(100) f 0.6204 per layer; visible period: formula 2.63, spectrum 2.64 layers
(111) f 0.3582 per layer; visible period: formula 2.79, spectrum 2.79 layers
slow beat in fine data / main peak 1.1e-05
order of error in 1/D 3.00
thick-slab kinetic surface energy 69.46 mJ/m^2 = 4.462e-05 hartree/bohr^2
oscillation prefactor, 10 layers 0.494 mJ/m^2 = 3.173e-07 hartree/bohr^2
(110) layers, L (nm), gamma exact filling, formula (mJ/m^2)
  2   0.754   68.389   69.293
  3   1.131   71.406   71.720
  4   1.508   71.789   71.823
  5   1.884   71.074   70.967
  6   2.261   69.813   69.633
  7   2.638   68.787   68.723
  8   3.015   68.733   68.730
  9   3.392   69.034   69.050
 10   3.769   69.387   69.404
 11   4.146   69.656   69.668
 12   4.523   69.785   69.788
 13   4.900   69.753   69.746
 14   5.276   69.558   69.543
 15   5.653   69.311   69.302
 16   6.030   69.260   69.259
 17   6.407   69.322   69.325
 18   6.784   69.425   69.428
thick-limit cleavage work 138.93 mJ/m^2
cleave 16 layers into 2+14: 137.37 mJ/m^2
cleave 16 layers into 4+12: 144.63 mJ/m^2
cleave 16 layers into 6+10: 139.88 mJ/m^2
cleave 16 layers into 8+8: 136.41 mJ/m^2
thermal factor, 10 layers, 300 K: 0.797
work function (rough input) 2.3 eV
finite-barrier phase change 0.125 rad
same, as shift of the visible beat 0.16 layers
finite-barrier amplitude / hard-wall, 10 layers 0.972
neglected electrostatic energy 10.0 mJ/m^2
neglected LDA xc energy (VWN) 96.3 mJ/m^2
lattice potential (assumed) 0.2 eV
normal Fermi radius change 0.13 %
normal Fermi velocity / free value 0.960
beat with lattice potential 8.23 layers
beat with 1% normal stretch 8.56 layers
\end{verbatim}
